# Legendre transformation of a ternary convex hull into chemical-potential space: a program that tests the result

```python
"""Result under test: for a ternary system A-B-C the Legendre transform
    phi(m) = min_i (e_i - m.x_i)
of the convex hull gives every stable ternary compound a bounded convex polygon
in the plane m = (mu_B - mu_A, mu_C - mu_A). Hull facets become polygon vertices
and tie lines become polygon edges perpendicular to them.
Symbols: x_i = (x_B, x_C) atomic fractions, e_i = formation energy (eV/atom),
mu = chemical potentials relative to the elements (eV), delta = energy of the
best competing mixture minus the energy of the compound (eV/atom).
The energies are round model parameters."""
from itertools import combinations
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import linprog
from scipy.spatial import ConvexHull

names = ["A", "B", "C", "AB", "BC", "AC", "ABC", "A3B2C", "AB2C"]
counts = np.array([[1, 0, 0], [0, 1, 0], [0, 0, 1], [1, 1, 0], [0, 1, 1],
                   [1, 0, 1], [1, 1, 1], [3, 2, 1], [1, 2, 1]], float)
fractions = counts / counts.sum(axis=1)[:, None]
X = fractions[:, 1:]
energy = np.array([0, 0, 0, -0.40, -0.30, -0.20, -0.50, -0.45, -0.34])
index = {name: i for i, name in enumerate(names)}
ABC, A3B2C, AB2C = index["ABC"], index["A3B2C"], index["AB2C"]


def region(k, X, e):
    """Corners of the region where phase k minimises e - m.x, found by
    intersecting boundary lines; also the set of phases tied at each corner."""
    corners, tied = [], []
    others = [j for j in range(len(e)) if j != k]
    for i, j in combinations(others, 2):
        M = np.array([X[i] - X[k], X[j] - X[k]])
        if abs(np.linalg.det(M)) < 1e-10:
            continue
        m = np.linalg.solve(M, [e[i] - e[k], e[j] - e[k]])
        excess = (e - X @ m) - (e[k] - X[k] @ m)
        if excess.min() < -1e-9:
            continue
        if any(np.linalg.norm(m - c) < 1e-7 for c in corners):
            continue
        corners.append(m)
        tied.append(frozenset(np.flatnonzero(excess < 1e-9).tolist()))
    if not corners:
        return np.empty((0, 2)), []
    corners = np.array(corners)
    d = corners - corners.mean(axis=0)
    order = np.argsort(np.arctan2(d[:, 1], d[:, 0]))
    return corners[order], [tied[q] for q in order]


def polygon_area(p):
    a, b = p[:, 0], p[:, 1]
    return 0.5 * abs(a @ np.roll(b, -1) - b @ np.roll(a, -1))


def polygon_edges(k, corners, tied):
    """Competitor -> length of the edge it shares with phase k."""
    edges = {}
    for j in set().union(*tied) - {k}:
        ends = [c for c, t in zip(corners, tied) if j in t]
        if len(ends) == 2:
            edges[j] = np.linalg.norm(ends[0] - ends[1])
    return edges


def best_mixture(x, allowed):
    """Lowest energy of a mixture of at most three phases at composition x."""
    best = (np.inf, None, None)
    for t in combinations(allowed, 3):
        t = list(t)
        M = np.vstack([np.ones(3), X[t].T])
        if abs(np.linalg.det(M)) < 1e-10:
            continue
        w = np.linalg.solve(M, [1.0, x[0], x[1]])
        if w.min() > -1e-10 and w @ energy[t] < best[0] - 1e-12:
            best = (w @ energy[t], t, w)
    return best


# Lower hull facets, from a geometric hull code in (x_B, x_C, e)
hull = ConvexHull(np.column_stack([X, energy]))
facets = {}
for simplex, (n1, n2, n3, offset) in zip(hull.simplices, hull.equations):
    if n3 < -1e-9:
        facets[frozenset(simplex.tolist())] = np.array(
            [-offset / n3, -n1 / n3, -n2 / n3])      # mu_A, m_B, m_C
stable = set().union(*facets)

# Facets containing a phase are exactly the corners of its region
regions = {k: region(k, X, energy) for k in range(len(names))}
for k in range(len(names)):
    corners, tied = regions[k]
    own = {f for f in facets if k in f}
    assert set(tied) == own and len(tied) == len(own)
    for c, t in zip(corners, tied):
        assert np.allclose(c, facets[t][1:], atol=1e-9)
assert AB2C not in stable and len(regions[AB2C][0]) == 0

# Tie lines: inner ones become edges, rim ones become rays
ties = {}
for f in facets:
    for pair in combinations(sorted(f), 2):
        ties.setdefault(pair, []).append(f)
edges = {k: polygon_edges(k, *regions[k]) for k in (ABC, A3B2C)}
for k in edges:
    neighbours = {i + j - k for i, j in ties if k in (i, j)}
    assert set(edges[k]) == neighbours
rays = 0
for (i, j), shared in ties.items():
    tie = X[j] - X[i]
    if len(shared) == 2:
        step = facets[shared[0]][1:] - facets[shared[1]][1:]
        assert abs(step @ tie) < 1e-9 and np.linalg.norm(step) > 1e-6
        for k, other in ((i, j), (j, i)):
            if k in edges:
                assert abs(edges[k][other] - np.linalg.norm(step)) < 1e-9
    else:
        third = next(iter(shared[0] - {i, j}))
        d = np.array([-tie[1], tie[0]])
        d = -d if d @ (X[third] - X[i]) > 0 else d
        for length in (1.0, 1000.0):
            g = energy - X @ (facets[shared[0]][1:] + length * d)
            assert max(g[i], g[j]) - g.min() < 1e-8
        rays += 1

# Areas by counting grid points where the compound has the lowest e - m.x
areas, grid_areas = {}, {}
for k in edges:
    corners = regions[k][0]
    areas[k] = polygon_area(corners)
    low, high = corners.min(axis=0) - 0.1, corners.max(axis=0) + 0.1
    n = 500
    h = (high - low) / n
    u = low[0] + h[0] * (np.arange(n) + 0.5)
    v = low[1] + h[1] * (np.arange(n) + 0.5)
    U, V = np.meshgrid(u, v)
    lowest = np.full(U.shape, np.inf)
    for i in range(len(names)):
        if i != k:
            lowest = np.minimum(lowest, energy[i] - X[i, 0] * U - X[i, 1] * V)
    wins = energy[k] - X[k, 0] * U - X[k, 1] * V < lowest
    grid_areas[k] = wins.sum() * h[0] * h[1]
    assert abs(grid_areas[k] / areas[k] - 1) < 0.02   # grid resolution
    for angle in np.linspace(0, 2 * np.pi, 361):      # bounded in all directions
        far = corners.mean(axis=0) + 1000 * np.array([np.cos(angle), np.sin(angle)])
        g = energy - X @ far
        assert g[k] > g.min() + 1e-6

# Inverse transform recovers the mixture energy at random compositions
all_corners = np.vstack([regions[k][0] for k in stable])
phi = (energy[:, None] - X @ all_corners.T).min(axis=0)
rng = np.random.default_rng(3)
inverse_error = 0.0
for x in rng.dirichlet([1, 1, 1], 40)[:, 1:]:
    direct = best_mixture(x, range(len(names)))[0]
    inverse_error = max(inverse_error, abs(direct - (phi + all_corners @ x).max()))
assert inverse_error < 1e-9

# Largest margin over competitors (linear programme) equals delta (mixtures)
delta, decomposition, best_m = {}, {}, {}
for k in (ABC, A3B2C, AB2C):
    others = [j for j in range(len(names)) if j != k]
    decomposition[k] = best_mixture(X[k], others)
    delta[k] = decomposition[k][0] - energy[k]
    lp = linprog([0, 0, -1], np.column_stack([X[others] - X[k], np.ones(len(others))]),
                 energy[others] - energy[k], bounds=[(None, None)] * 3)
    assert lp.status == 0 and abs(-lp.fun - delta[k]) < 1e-7
    assert (delta[k] > 0) == (k in stable)
    best_m[k] = lp.x[:2]
_, trio, weights = decomposition[ABC]
plane = np.linalg.solve(np.column_stack([np.ones(3), X[trio]]), energy[trio])
assert weights.min() > 1e-6 and np.allclose(plane[1:], best_m[ABC], atol=1e-6)

# Elements alone: triangle of area e^2 / (2 x_A x_B x_C)
elements_area = {}
for k in edges:
    subset = [0, 1, 2, k]
    elements_area[k] = polygon_area(region(3, X[subset], energy[subset])[0])
    assert abs(elements_area[k] - energy[k]**2 / (2 * fractions[k].prod())) < 1e-9

# Projection on the (mu_A, mu_B) plane scales the area by x_C
projected = {}
for k in edges:
    c = regions[k][0]
    mu_a = (energy[:, None] - X @ c.T).min(axis=0)
    projected[k] = polygon_area(np.column_stack([mu_a, mu_a + c[:, 0]]))
    assert abs(projected[k] - fractions[k, 2] * areas[k]) < 1e-9

# Four coplanar phases: the edge towards B shrinks to a point
flat = energy.copy()
iB, iAB, iBC = index["B"], index["AB"], index["BC"]
flat[ABC] = ((energy[iAB] + energy[iBC]) / 2 - energy[iB] / 4) * 4 / 3
flat_corners, flat_tied = region(ABC, X, flat)
assert frozenset([iB, iAB, iBC, ABC]) in flat_tied
flat_edges = polygon_edges(ABC, flat_corners, flat_tied)
assert iB in edges[ABC] and iB not in flat_edges

# Vanishing polygon: triangle with area proportional to delta squared
small = {}
for d in (0.002, 0.001, 0.0, -0.001):
    trial = energy.copy()
    trial[ABC] = decomposition[ABC][0] - d
    corners, tied = region(ABC, X, trial)
    small[d] = polygon_area(corners) if len(corners) else 0.0
    if d > 0:
        assert len(corners) == 3
        assert set(polygon_edges(ABC, corners, tied)) == set(trio)
    else:
        assert len(corners) == (1 if d == 0 else 0)
assert abs(small[0.002] / small[0.001] - 4) < 1e-4

for i, name in enumerate(names):
    print(f"{name:6s} x_B={X[i,0]:.4f} x_C={X[i,1]:.4f} e={energy[i]:.2f} eV/atom")
print("Facets and their chemical potentials mu_A, mu_B, mu_C (eV):")
for f in sorted(facets, key=sorted):
    a, mb, mc = facets[f]
    label = "-".join(names[i] for i in sorted(f))
    print(f"  {label:14s} {a+0:8.4f} {a+mb+0:8.4f} {a+mc+0:8.4f}"
          f"  m=({mb:.4f}, {mc:.4f})")
for k in edges:
    print(f"{names[k]}: {len(regions[k][0])} vertices; edge lengths in m plane (eV):")
    print("  " + ", ".join(f"{names[j]} {edges[k][j]:.4f}" for j in sorted(edges[k])))
    print(f"  area {areas[k]:.4f}, grid count {grid_areas[k]:.4f} eV^2")
    print(f"  area with elements only {elements_area[k]:.4f} eV^2")
    print(f"  area in (mu_A, mu_B) plane {projected[k]:.4f} eV^2")
hartree = physical_constants["Hartree energy in eV"][0]
for k in delta:
    print(f"delta of {names[k]}: {delta[k]:.4f} eV/atom = {1000*delta[k]/hartree:.3f} mHa/atom")
print("ABC competing mixture (atomic weights): "
      + ", ".join(f"{names[j]} {w:.4f}" for j, w in zip(trio, weights)))
print(f"ABC competing mixture energy: {decomposition[ABC][0]:.4f} eV/atom")
print(f"ABC largest margin at m=({plane[1]:.4f}, {plane[2]:.4f}) eV")
print(f"Tie lines: {len(ties)} in all, {rays} on the rim (rays)")
print(f"Inverse transform, largest error below 1e-9 eV: {inverse_error < 1e-9}")
print(f"Four-phase facet at e(ABC)={flat[ABC]:.4f} eV/atom: {len(flat_corners)} vertices")
for d in (0.002, 0.001):
    print(f"ABC area at delta={d:.3f} eV/atom: {small[d]:.4e} eV^2")
print(f"Ratio of these areas: {small[0.002]/small[0.001]:.4f}")
print("tests ok")
```

Output:

```
A      x_B=0.0000 x_C=0.0000 e=0.00 eV/atom
B      x_B=1.0000 x_C=0.0000 e=0.00 eV/atom
C      x_B=0.0000 x_C=1.0000 e=0.00 eV/atom
AB     x_B=0.5000 x_C=0.0000 e=-0.40 eV/atom
BC     x_B=0.5000 x_C=0.5000 e=-0.30 eV/atom
AC     x_B=0.0000 x_C=0.5000 e=-0.20 eV/atom
ABC    x_B=0.3333 x_C=0.3333 e=-0.50 eV/atom
A3B2C  x_B=0.3333 x_C=0.1667 e=-0.45 eV/atom
AB2C   x_B=0.5000 x_C=0.2500 e=-0.34 eV/atom
Facets and their chemical potentials mu_A, mu_B, mu_C (eV):
  A-AB-A3B2C       0.0000  -0.8000  -1.1000  m=(-0.8000, -1.1000)
  A-AC-A3B2C       0.0000  -1.1500  -0.4000  m=(-1.1500, -0.4000)
  B-AB-ABC        -0.8000   0.0000  -0.7000  m=(0.8000, 0.1000)
  B-BC-ABC        -0.9000   0.0000  -0.6000  m=(0.9000, 0.3000)
  C-BC-ABC        -0.9000  -0.6000   0.0000  m=(0.3000, 0.9000)
  C-AC-ABC        -0.4000  -1.1000   0.0000  m=(-0.7000, 0.4000)
  AB-ABC-A3B2C    -0.4000  -0.4000  -0.7000  m=(0.0000, -0.3000)
  AC-ABC-A3B2C    -0.0500  -1.1000  -0.3500  m=(-1.0500, -0.3000)
ABC: 6 vertices; edge lengths in m plane (eV):
  B 0.2236, C 1.1180, AB 0.8944, BC 0.8485, AC 0.7826, A3B2C 1.0500
  area 1.4025, grid count 1.4016 eV^2
  area with elements only 3.3750 eV^2
  area in (mu_A, mu_B) plane 0.4675 eV^2
A3B2C: 4 vertices; edge lengths in m plane (eV):
  A 0.7826, AB 1.1314, AC 0.1414, ABC 1.0500
  area 0.4725, grid count 0.4725 eV^2
  area with elements only 3.6450 eV^2
  area in (mu_A, mu_B) plane 0.0788 eV^2
delta of ABC: 0.1333 eV/atom = 4.900 mHa/atom
delta of A3B2C: 0.0667 eV/atom = 2.450 mHa/atom
delta of AB2C: -0.0350 eV/atom = -1.286 mHa/atom
ABC competing mixture (atomic weights): C 0.1111, BC 0.2222, A3B2C 0.6667
ABC competing mixture energy: -0.3667 eV/atom
ABC largest margin at m=(-0.1000, 0.5000) eV
Tie lines: 15 in all, 6 on the rim (rays)
Inverse transform, largest error below 1e-9 eV: True
Four-phase facet at e(ABC)=-0.4667 eV/atom: 5 vertices
ABC area at delta=0.002 eV/atom: 4.8600e-04 eV^2
ABC area at delta=0.001 eV/atom: 1.2150e-04 eV^2
Ratio of these areas: 4.0000
tests ok
```
